\section*{Finding the Fermi level in degenerate n-type gallium arsenide contact layers, part 2}

We seek the Fermi level $\mu$ of a uniform, neutral n-type gallium arsenide layer with ionised donors of net density $N$. Energies $E$ are measured from the zone-centre ($\Gamma$) band edge. The level solves $n(\mu)=n_\Gamma(\mu)+n_L(\mu)=N$, where $n_\Gamma$ and $n_L$ are the electron densities in the $\Gamma$ band and the four L valleys. The L share is $n_L/N$.

The $\Gamma$ band has edge mass $m$ and obeys $\gamma(E)\equiv E(1+\alpha E)=\hbar^2k^2/2m$; a parabolic band has $\alpha=0$. It has $G(E)=B\gamma^{3/2}$ states per volume below $E>0$, with $B$ constant, and $G=0$ below the edge. With $f=[1+e^{(E-\mu)/kT}]^{-1}$,
\begin{equation}
n_\Gamma(\mu)=\int_{-\infty}^{\infty}G(E)\left(-\frac{\partial f}{\partial E}\right)dE.
\label{average}
\end{equation}
Also, with primes denoting $d/dE$,
\begin{align}
\frac{d^2}{dE^2}\gamma^{3/2}
&=\frac34\gamma^{-1/2}\gamma'^2+\frac32\gamma^{1/2}\gamma''\nonumber\\
&=\frac34\gamma^{-1/2}(1+8\alpha\gamma)>0.
\label{convex}
\end{align}

At zero temperature the $\Gamma$ band alone has Fermi wavenumber $k_F=(3\pi^2N)^{1/3}$. Its level is $E_0=\hbar^2k_F^2/2m$ if parabolic and $\mu_0$ if nonparabolic, with $\mu_0(1+\alpha\mu_0)=E_0$ and
\begin{equation}
E_0-\mu_0=\alpha\mu_0^2=33.25\ \mathrm{meV}.
\label{law}
\end{equation}
At finite temperature the nonparabolic $\Gamma$-only level is $\mu_\Gamma$. The parabolic error is the parabolic $\Gamma$-only level minus the full $\mu$; the $\Gamma$-only error subtracts $\mu_\Gamma$ instead.

The example has $N=10^{19}$ cm$^{-3}$, 300 K, $kT=0.02585$ eV, $m=0.063\,m_0$ and $\alpha=0.6$ eV$^{-1}$. The L edge is at 0.29 eV, with parabolic valleys of masses $m_l=1.9\,m_0$ and $m_t=0.075\,m_0$. Then $E_0=0.26866$ eV, $\mu_0=0.23541$ eV and $\mu=0.22145$ eV, where $d\mu/d\ln N=0.105$ eV. The parabolic error is 45 meV.

The root was found by Newton steps on $\ln(n/N)$, with bisection as a safeguard, between $kT\ln(N/N_B)$ and $\mu_0$. Here $N_B$ is the density of states of all valleys integrated with weight $e^{-E/kT}$.

\subsection{The thermal part}

When $kT\ll\mu$, expand $G$ in (\ref{average}) about $\mu$. The linear term averages to zero. With $x=(E-\mu)/kT$, the mean square is
\[
\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}
=4\int_0^\infty\frac{x\,dx}{e^x+1}
=4\left(1-\frac1{2^2}+\frac1{3^2}-\cdots\right)=\frac{\pi^2}{3}.
\]
The first equality uses symmetry and integration by parts. Hence
$n_\Gamma\simeq G(\mu)+\frac{\pi^2}{6}(kT)^2G''(\mu)$. Keep $n_\Gamma=N=G(\mu_0)$ and expand $G(\mu)\simeq N+G'(\mu_0)(\mu-\mu_0)$. From (\ref{convex}), $G''/G'=(1+8\alpha\gamma)/(2\gamma\gamma')$; at $\mu_0$, $\gamma=E_0$ and $\gamma'=\sqrt{1+4\alpha E_0}$. Thus
\begin{equation}
\mu_\Gamma\simeq\mu_0-\frac{\pi^2}{12}
\frac{(kT)^2(1+8\alpha E_0)}{E_0\sqrt{1+4\alpha E_0}} .
\label{thermal}
\end{equation}
At 300 K the shift is $-3.65$ meV, giving 0.23175 eV; the numerical $\Gamma$-only root is 0.23172 eV. Between 30 and 60 K the remainder grows by a factor 16.04, as expected of an omitted term in $T^4$.

For a parabola, $\alpha=0$, the same formula gives $-2.05$ meV. Heating therefore lowers the nonparabolic level by 1.6 meV more, and the $\Gamma$-only error rises from 33.25 to 34.86 meV.

For $\alpha E_0\ll1$, the fraction $(1+8\alpha E_0)/\sqrt{1+4\alpha E_0}$ is $1+6\alpha E_0$ to first order. The $\Gamma$-only error is then
\[
\delta_\Gamma\simeq\alpha\mu_0^2+\frac{\pi^2}{2}\alpha(kT)^2.
\]
The second term, 2.0 meV at 300 K, does not depend on doping, but it requires both $\alpha E_0\ll1$ and $kT\ll E_0$, which do not hold well together at 300 K. The numerical thermal part is 1.5 meV at $10^{16}$, 1.8 meV at $10^{18}$, 1.6 meV at $10^{19}$ and 1.1 meV at $10^{20}$ cm$^{-3}$. It varies far more slowly with doping than the first term. This is why the error at $10^{18}$ cm$^{-3}$ is well above $\alpha\mu_0^2=1.9$ meV. The sum, 3.9 meV, is close to the numerical 3.7 meV, although $kT/E_0$ is already 0.45.

In the classical limit this expansion fails. There $\sqrt\gamma(1+2\alpha E)\simeq\sqrt E(1+\frac52\alpha E)$, and the mean energy is $\frac32kT$. The density is raised by the factor $1+\frac{15}{4}\alpha kT$ at fixed $\mu$, so the error tends to $\frac{15}{4}\alpha(kT)^2$, or 1.5 meV at 300 K.

\subsection{The L-valley part}

At the root, $n_L=7.14\times10^{17}$ cm$^{-3}$. The $\Gamma$ band holds 7.14\% fewer electrons than $N$, a logarithmic change of $-0.0741$. From $G\propto\gamma^{3/2}$, its cold slope is
\[
\frac{d\mu}{d\ln n_\Gamma}=\frac{2E_0}{3\sqrt{1+4\alpha E_0}}=0.140\ \mathrm{eV}.
\]
The product is $-10.4$ meV, close to the numerical drop of 10.3 meV, from 0.23172 to 0.22145 eV.

The two corrections compete for the same electrons. With a parabolic $\Gamma$ band and L valleys the level is 0.24005 eV and the L share is 14.3\%, twice the true model value. The level is 18.6 meV higher, and $e^{18.6/25.85}=2.05$ accounts for the doubling. The division of the error thus depends on order: nonparabolicity first gives $34.9+10.3$ meV, L valleys first gives $26.5+18.6$ meV. The total is 45.1 meV either way.

Used in reverse, the parabolic $\Gamma$ band assigns $7.61\times10^{18}$ cm$^{-3}$ to the Fermi level 0.22145 eV, 24\% below the model's total density.

\subsection{Doping and temperature}

At 300 K, with the band parameters fixed:
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $\mu$ (eV) & error (meV) & L share (\%)\\
$10^{18}$ & 0.042 & 3.7 & 0.07\\
$5\times10^{18}$ & 0.149 & 17.0 & 0.9\\
$10^{19}$ & 0.221 & 45.1 & 7.1\\
$2\times10^{19}$ & 0.282 & 143.3 & 30.7
\end{tabular}
\end{center}
At the highest doping the $\Gamma$-only level, 0.349 eV, would lie above the L edge. Filling the L valleys holds the full solution down at 0.282 eV.

At $10^{19}$ cm$^{-3}$ and 77 K the L share is 0.003\% and the error, 33.4 meV, is nearly the cold value (\ref{law}). At 400 K the share is 14.2\% and the error 57.2 meV. Both cases keep the 300 K band parameters. If the mass and $1/\alpha$ scale with the full temperature dependence of the gap, and the L edge moves to 0.300 eV at 77 K and 0.284 eV at 400 K, the errors become roughly 29 and 65 meV; half that dependence of the mass and $\alpha$ gives 31 and 62 meV.

\section{How far to trust the level}

The band parameters are rough typical values for gallium arsenide near room temperature. A net density of $10^{19}$ cm$^{-3}$ is high for n-type material, and $2\times10^{19}$ cm$^{-3}$ is extreme. Silicon donors can also occupy arsenic sites and act as acceptors, so the chemical doping may exceed $N$. Donors also have a deep DX state roughly 0.25 to 0.3 eV above the $\Gamma$ edge. It captures electrons as $\mu$ approaches it, so full ionisation is doubtful for the last two rows of the table. Depending on the level position and on whether the centre takes one electron or two, $10^{19}$ donors per cm$^3$ lose up to 20\% of their electrons and $\mu$ falls by up to 25 meV; at $2\times10^{19}$ the loss is 16 to 46\% and the fall 13 to 53 meV. These ranges take a degeneracy of two for one-electron capture and one for two-electron capture; counting four equivalent orientations of the centre raises the largest fall to 43 meV at $10^{19}$ and 78 meV at $2\times10^{19}$. If the net density is 10\% below the assumed one, $\mu$ falls by about $0.105\times105=11$ meV.

Changing one parameter at a time at the main doping and 300 K shifts $\mu$ as follows: $\alpha=0.7$ eV$^{-1}$ by $-3.0$ meV, $m=0.067\,m_0$ by $-9.3$ meV, and an L edge 30 meV lower by $-11.0$ meV. Nonparabolic L valleys with 0.5 eV$^{-1}$ give $-0.4$ meV. Adding X valleys at 0.48 eV gives $-0.01$ meV. The parabolic error itself moves as well: to 38 meV for $m=0.067\,m_0$, 48 meV for $\alpha=0.7$ eV$^{-1}$, 56 or 39 meV for an L edge 30 meV lower or higher, and 34 meV for the heavier mass and higher edge together. The value of $\alpha$ may be larger still: a Kane band that includes the split-off band, with the same edge mass and Kane energies from 23 to 29 eV, has an effective $\alpha$ of 0.6 to 0.8 eV$^{-1}$ and a parabolic error of 46 to 52 meV.

Real layers also break the assumption of rigid bands. Exchange lowers a $\Gamma$ electron at the Fermi surface by the Coulomb interaction summed over occupied states of its spin. With $\epsilon$ the static permittivity and $q$ the momentum transfer, occupied states fill a solid angle $2\pi(1-q/2k_F)$, so
\[
|\Sigma|=\frac{e^2}{8\pi^3\epsilon}\int_0^{2k_F}
2\pi\left(1-\frac{q}{2k_F}\right)dq=\frac{e^2k_F}{4\pi^2\epsilon}.
\]
This unscreened estimate is 23 meV. The Fermi and plasmon energies, 0.22 and 0.12 eV, lie well above the optical phonon energy, so the high-frequency permittivity, about 10.9, is the apter choice and gives 27 meV; the overlap of the two-band Bloch functions removes about 7\% of either value. The figures below use 23 meV. Raising the L edge by that amount relative to $\Gamma$ halves the L share to 3.6\% and raises $\mu$ by 5 meV. That figure is measured from a $\Gamma$ edge moved down rigidly by 23 meV; from the unshifted edge $\mu$ falls by 18 meV. The shift is also not rigid. At $k=0$ it is twice as large, 46 meV, so from the lowered band bottom $\mu$ rises by about 28 meV. Linear screening of the interaction reduces the rise from the band bottom to about 10 meV. It does not reduce the fall from the unshifted edge: screened exchange alone gives $-8$ meV, but the accompanying Coulomb-hole term lowers all bands by 17 to 20 meV in the static approximation, for a total of $-25$ to $-29$ meV. The exchange-correlation potential of a uniform electron gas at this density, $-24$ meV, gives a fall of 19 to 23 meV if the L edge drops by 0 to 20 meV.

Random donors lower $\mu$ relative to the mean band edge. Linear screening gives each a potential energy of magnitude $e^2e^{-\kappa r}/4\pi\epsilon r$, with $\kappa^2=(e^2/\epsilon)\,dn/d\mu$. For independent positions the variances add:
\[
V_{\rm rms}^2=4\pi N\left(\frac{e^2}{4\pi\epsilon}\right)^2
\int_0^\infty e^{-2\kappa r}dr
=\frac{2\pi N}{\kappa}\left(\frac{e^2}{4\pi\epsilon}\right)^2.
\]
This gives 46 meV. Averaging $n(\mu+v)$ over a Gaussian $v$ of that width lowers $\mu$ by 15 meV. Only about 3 meV of this comes from the $\Gamma$ band; the rest comes from the L valleys, whose share doubles to 14\%. With compensation, $N$ in the variance becomes the total density of charged impurities; a total of $2N$ gives 65 meV and lowers $\mu$ by 29 meV. The estimate is crude: the potential is not truly Gaussian, and the screening length, 2.7 nm, is not large compared with $1/k_F=1.5$ nm, so electrons do not follow it classically. A sphere of one screening length holds 0.86 donors on average, so the true distribution is skewed: a classical average over random positions lowers $\mu$ by 10 to 22 meV as the $1/r$ core is cut off at 1.5 to 0.3 nm. Keeping their kinetic energy, to second order in the potential, leaves about 88\% of the variance effective for $\Gamma$ electrons and 39\% for L electrons. Then $\mu$ falls by about 7 meV with an L share near 9.5\%, or by about 14 meV for a total of $2N$; the classical Gaussian average is about twice this second-order estimate.

These shifts of $\mu$, 10 to 29 meV from exchange and correlation depending on screening and on the edge used as reference, and some 7 to 14 meV from disorder, are comparable with the 10 meV L-valley correction or larger. Each is smaller than the 45 meV parabolic error, but together with the parameter shifts they reach a large part of it. Measured from the unshifted edge they act in the same direction. With $\Gamma$ lowered by 24 to 28 meV, L by 0 to 20 meV, and second-order disorder for $N$ to $2N$ charged impurities, $\mu$ falls by 24 to 39 meV. When the parabolic band receives the same corrections it still lies 42 to 52 meV too high. At this doping the parabolic level needs correcting, but the rigid-band level, about 0.22 eV, is itself likely too high on that scale by two to four hundredths of an eV even if the donors stay ionised, before the parameter shifts are added; capture by DX centres would lower it further. The figures for the rigid-band model, the unscreened exchange at the Fermi surface and the classical disorder average are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Gamma mass 0.063 m0, alpha 0.6 /eV, permittivity 12.9
L: edge 0.29 eV, ml 1.9 m0, mt 0.075 m0, DOS 0.5550 m0
X: edge 0.48 eV, ml 1.3 m0, mt 0.23 m0, DOS 0.8522 m0
doping 1.0e+19 cm^-3, T 300 K, kT 0.02585 eV
Boltzmann density N_B 4.2034e+17 cm^-3
E0 0.26866 eV; bracket 0.08193 to 0.23541 eV
evaluation 1: mu 0.235406243 eV, ln(n/N) 1.37e-01, Newton/end
evaluation 2: mu 0.221918086 eV, ln(n/N) 4.47e-03, Newton/end
evaluation 3: mu 0.221449841 eV, ln(n/N) 3.62e-06, Newton/end
evaluation 4: mu 0.221449461 eV, ln(n/N) 2.35e-12, Newton/end
mu parabolic Gamma          0.26658 eV
mu parabolic Gamma + L      0.24005 eV
mu nonparabolic Gamma       0.23172 eV
mu nonparabolic Gamma + L   0.22145 eV
parabolic error 45.13 meV = 34.86 (nonparabolicity) + 10.27 (L)
n_Gamma 9.2856e+18, n_L 7.1435e+17 cm^-3
L share 7.14 %; with parabolic Gamma 14.32 %
parabolic Gamma density at true mu 7.6113e+18 cm^-3
dmu/dlnN 104.92 meV
T=0 Gamma-only error alpha*mu0^2 33.25 meV; 5 K roots 33.25 meV
Gamma-only thermal expansion at 300 K 0.23175 eV
thermal remainder ratio, 60 K to 30 K: 16.04
N(cm^-3)  mu_par(eV)  mu_Gamma(eV)  mu_full(eV)  error(meV)  L(%)
1e+18  0.04617  0.04248  0.04244  3.73  0.072
2e+18  0.08506  0.07866  0.07857  6.49  0.146
5e+18  0.16586  0.14974  0.14888  16.98  0.882
1e+19  0.26658  0.23172  0.22145  45.13  7.144
2e+19  0.42517  0.34932  0.28185  143.32  30.748
T 77 K: mu 0.23516 eV, error 33.36 meV, L 0.003 %
T 400 K: mu 0.20773 eV, error 57.18 meV, L 14.232 %
Shift of mu at the main doping and 300 K when the model is changed:
  X valleys added: -0.009 meV, L 7.14 %
  L alpha 0.5 /eV: -0.368 meV, L 7.39 %
  Gamma alpha 0.7 /eV: -3.002 meV, L 6.38 %
  Gamma mass 0.067 m0: -9.304 meV, L 5.02 %
  L edge lower by 30 meV: -11.010 meV, L 14.52 %
  L edge raised by exchange: +5.129 meV, L 3.61 %
unscreened exchange at Fermi surface 23.1 meV
screening length 2.73 nm, 1/kF 1.54 nm
donor potential rms 46.3 meV; crude classical shift -14.8 meV
holes (gap 1.42 eV, mass 0.5 m0) 2.4e-09 cm^-3
sweep 1e16-1e21 cm^-3, 20-600 K: at most 8 evaluations, 3 bisections
arctangent safeguard test: 5 bisections
\end{verbatim}
